\section*{Event-driven Monte Carlo for tunnelling recombination, validated at large hole excess}

\section{Definitions and conventions}

A periodic cube of side $L$ and volume $V=L^3$ holds $N_e$ electrons and $N_h$ holes. All positions are independent and uniform, and no carrier moves. The densities are $n_e=N_e/V$ and $n_h=N_h/V$. An electron and a hole at minimum-image distance $r$ recombine at the rate
\begin{equation}
W(r)=\nu e^{-2r/a},
\end{equation}
which removes both. Here $a$ is the decay length of the tunnelling amplitude; the factor 2 appears because the rate follows its square. Lengths are in nm and times in s.

The survival $S(t)$ is the probability that a given electron is still present at time $t$, averaged over positions and recombination histories. Two quantities recur:
\begin{equation}
I(t)=\int\left[1-e^{-W(r)t}\right]d^3r,\qquad p(t)=\frac{I(t)}{V}.
\end{equation}
$I$ is an effective capture volume, and $p(t)$ is the probability that one isolated pair, placed at random in the box, has recombined by $t$. The integral runs over the box. It may be taken over all space if $L\gg a$ and $\nu t\,e^{-L/a}\ll1$, since the box then contains nearly all of the region that contributes.

\section{The scheme and why it is correct}

Frozen positions give each pair $(i,j)$ a constant rate $W_{ij}$. Give the pair a clock $T_{ij}$ with $P(T_{ij}>t)=e^{-W_{ij}t}$. Then $E=W_{ij}T_{ij}$ is a unit exponential variate, and taking logarithms gives
\begin{equation}
\ln T_{ij}=\ln E+\frac{2r_{ij}}{a}-\ln\nu .
\label{clock}
\end{equation}
Process the clocks in order of time. When one rings, the pair recombines if both partners are present; otherwise the ring is ignored.

To see that this reproduces the master equation, stop at time $s$. If both members of a pair are present, their clock has not rung, because a ring would have removed them. The exponential law has no memory, so this clock rings in the next $ds$ with probability $W_{ij}\,ds$, whatever happened before. That is the required transition rate. No clock has to be redrawn after an event.

A clock later than the final time $t_{\max}$ cannot influence anything earlier, so it is dropped without error.

\begin{verbatim}
for each run:
    place N_e electrons and N_h holes uniformly
    for each pair (i,j):
        r = minimum-image distance
        c[i,j] = log(E) + 2*r/a - log(nu)
    first[i] = min over j of c[i,j]
    death[i] = infinity; free[j] = true
    list the pairs with c[i,j] < log(t_max)
    for (i,j) in the list, in increasing c:
        if death[i] is infinite and free[j]:
            death[i] = c[i,j]; free[j] = false
    for each output time t:
        alive = fraction with death > log(t)
        alone = fraction with first > log(t)
        store alive and alive - alone
average over runs; errors from the run means
\end{verbatim}

A small frozen system tests the event rule where competition is strong. Take $a=1$ nm, electrons at $(0,0,0)$ and $(1.5,0,0)$ nm, and holes at $(1,0.8,0)$, $(0.5,-1,0.3)$ and $(3,1,0)$ nm. The master equation over all occupation states, solved by a matrix exponential at $\nu t=15$, gives survivals 0.1674 and 0.0979. The event rule gives 0.1671 and 0.0998 in 40000 trials, which differ from the exact values by less than 1.5 standard errors. Each electron alone with the same holes would survive with probability 0.0695 and 0.0298, so the test does probe competition.

\section{The independent-acceptor average}

Consider one electron alone. For fixed holes its recombination rates add, and it survives with probability $\prod_j e^{-W(r_j)t}$. The holes are independent and uniform, so the average of the product is the product of the averages:
\begin{equation}
S_0(t)=\left[\frac1V\int e^{-W(r)t}d^3r\right]^{N_h}
=\left[1-p(t)\right]^{N_h}.
\label{s0}
\end{equation}
This is exact for $N_e=1$. Now let $V$ and $N_h$ grow at fixed $n_h$. With $m=N_hp=n_hI$,
\begin{equation}
\ln S_0=N_h\ln\left(1-\frac{m}{N_h}\right)
=-m-\frac{m^2}{2N_h}-\dots\;\longrightarrow\;-n_hI(t).
\label{bulk}
\end{equation}
The exponent $m$ is the mean number of holes that would have captured the electron by $t$. A box with fixed $N_h$ thus lies below the infinite sample by a relative amount $m^2/(2N_h)$ at leading order. Simulations should be compared with (\ref{s0}), not with its limit. Alternatively, $N_h$ can be drawn from a Poisson law of mean $n_hV$. Averaging $(1-p)^{N_h}$ over that law gives $e^{-n_hVp}=e^{-n_hI}$ in a finite box too.

\subsection{Closed form of the capture volume}

Set $x=2r/a$ and $\tau=\nu t$. Since $4\pi r^2dr=4\pi(a/2)^3x^2dx=(\pi a^3/2)\,x^2dx$,
\begin{equation}
I=\frac{\pi a^3}{6}\,g(\tau),\qquad
g=3\int_0^\infty x^2\left[1-\exp(-\tau e^{-x})\right]dx .
\end{equation}
Integrate by parts with $3x^2dx=d(x^3)$. The boundary terms vanish, and the derivative of the bracket is $-\tau e^{-x}\exp(-\tau e^{-x})$. With $u=\tau e^{-x}$, so that $x=\ln(\tau/u)$ and $\tau e^{-x}dx=-du$,
\begin{equation}
g=\int_0^\infty x^3\tau e^{-x}\exp(-\tau e^{-x})\,dx
=\int_0^\tau \ln^3(\tau/u)\,e^{-u}du .
\end{equation}
Extend the upper limit to infinity and subtract what was added. On the added range $\ln(\tau/u)=-\ln(u/\tau)$, so the subtraction becomes a positive remainder:
\begin{equation}
g=\int_0^\infty(\ln\tau-\ln u)^3e^{-u}du+R,\qquad
R=\int_\tau^\infty\ln^3(u/\tau)\,e^{-u}du .
\end{equation}
The first integral is the mean of $(\ln\tau+Y)^3$, where $Y=-\ln u$ and $u$ is a unit exponential variate. The cumulants of $Y$ follow from
\begin{equation}
\ln\langle e^{sY}\rangle=\ln\Gamma(1-s)=\gamma s+\frac{\pi^2}{12}s^2+\frac{\zeta(3)}{3}s^3+\dots
\end{equation}
They are the coefficients of $s^k/k!$: mean $\gamma$, variance $\pi^2/6$ and third cumulant $2\zeta(3)$. The mean cube of a variable is its mean cubed, plus three times mean times variance, plus the third cumulant. With $\Lambda=\ln(\nu t)+\gamma$,
\begin{equation}
g=\Lambda^3+\frac{\pi^2}{2}\Lambda+2\zeta(3)+R,\qquad
0<R<\frac{6e^{-\tau}}{\tau^3}.
\label{g}
\end{equation}
The bound uses $\ln(u/\tau)<(u-\tau)/\tau$ and $\int_0^\infty v^3e^{-v}dv=6$. At $\tau=3$ the remainder is 0.00333, below its bound of 0.01106.

The leading term describes a sphere of radius
\begin{equation}
R_c(t)=\frac a2\left[\ln(\nu t)+\gamma\right],
\end{equation}
because $4\pi R_c^3/3=\pi a^3\Lambda^3/6$. For $\nu t\gg1$ most pairs inside it have reacted and few outside it have; the other terms of (\ref{g}) come from the finite width of this front.

The polynomial must not be used for $\tau\lesssim1$. There, expand the exponential and use $\int_0^\infty x^2e^{-kx}dx=2/k^3$:
\begin{equation}
g=6\sum_{k=1}^{\infty}\frac{(-1)^{k+1}\tau^k}{k!\,k^3}.
\end{equation}
The first term gives $I\to\pi a^3\nu t$, the space integral of $W$ times $t$.

\section{How far competition can move the answer}

With several electrons, a hole can be lost to a rival. Let $T_i=\min_jT_{ij}$ be the first clock of electron $i$. The electron cannot recombine before $T_i$, and $P(T_i>t)=S_0(t)$. Therefore
\begin{equation}
S=S_0+\Delta,\qquad
\Delta=P(T_i\le t,\ i\text{ present at }t)\ge0 .
\label{delta}
\end{equation}

For an upper bound, suppose $T_i=s\le t$, with hole $h$, and the electron is still present at $t$. It was present at $s$, so the ring was refused because $h$ had gone. Some other electron $k$ must have taken it, which requires $T_{kh}<s$. The position of $k$ is uniform and independent of electron $i$, of the holes and of the clocks of $i$, so this has probability $p(s)$. Summing over the $N_e-1$ rivals can only overestimate the probability of a union:
\begin{equation}
\Delta\le(N_e-1)\left\langle p(T_i)\right\rangle_{T_i\le t}.
\end{equation}
The bracket denotes the average with zero contribution from $T_i>t$. Let $q=p(T_i)$. From (\ref{s0}), the probability that $q$ exceeds a given value is $(1-q)^{N_h}$, so its density is $N_h(1-q)^{N_h-1}$. Integration by parts gives
\begin{align}
\int_0^p qN_h(1-q)^{N_h-1}dq
&=-p(1-p)^{N_h}+\int_0^p(1-q)^{N_h}dq\nonumber\\
&=-p(1-p)^{N_h}+\frac{1-(1-p)^{N_h+1}}{N_h+1}.
\end{align}
Over the common denominator, the factor multiplying $-(1-p)^{N_h}$ is $(N_h+1)p+1-p=1+N_hp$. Hence
\begin{equation}
0\le S-S_0\le B=\frac{N_e-1}{N_h+1}
\left[1-(1-p)^{N_h}(1+N_hp)\right].
\label{bound}
\end{equation}

In a large sample $B\to(n_e/n_h)[1-e^{-m}(1+m)]$. It starts as $(n_e/n_h)m^2/2$, since a hole must be wanted by two electrons, and never exceeds $n_e/n_h$. This is an absolute error. Relative to $S_0$ the bound grows as $e^m$ at late times, so a given hole excess guarantees the independent-acceptor average only down to survivals well above $n_e/n_h$.

\section{Worked example and validation}

Take $a=1$ nm, $\nu=10^{12}$ s$^{-1}$ and $n_h=2\times10^{17}$ cm$^{-3}=2\times10^{-4}$ nm$^{-3}$. With $N_h=200$ the volume is $200/(2\times10^{-4})=10^6$ nm$^3$ and $L=100$ nm. The capture radius at 1 s is 14.1 nm, far below $L/2$.

At 1 ms, $I=5116.5$ nm$^3$, so $m=2\times10^{-4}\times5116.5=1.0233$ and the infinite-sample survival is $e^{-1.0233}=0.359$. Setting $n_hI=\ln2$ gives a half-life of $7.3\times10^{-5}$ s, or 73 $\mu$s, where $R_c=9.3$ nm.

The hole density is held fixed while $N_e$ is 4, 40 or 200, in 12000, 1000 and 200 runs:

\begin{center}
\begin{tabular}{cccccc}
$t$ (s) & $m$ & $S_0$ & $S$, 4 & $S$, 40 & $S$, 200\\
$10^{-9}$ & 0.048 & 0.953 & 0.955 & 0.952 & 0.954\\
$10^{-6}$ & 0.320 & 0.726 & 0.724 & 0.734 & 0.759\\
$10^{-3}$ & 1.023 & 0.358 & 0.361 & 0.391 & 0.501\\
$1$ & 2.365 & 0.093 & 0.095 & 0.131 & 0.317
\end{tabular}
\end{center}

The standard errors of $S$ are between 0.0009 and 0.0023. At a ratio of 1:50 the simulation follows $S_0$ throughout. Measured in standard errors, the deviation is largest at 1 ns, where it is $0.9552-0.9531=0.0021$, or about 2 standard errors. Competition cannot cause it, because $B$ is 0.00002 there; it is compatible with sampling noise.

Two tests were applied at every time and ratio, with a tolerance of five standard errors. The fraction of electrons whose first clock had not rung had to equal $S_0$, and $S-S_0$ had to lie between 0 and $B$. Both held.

The quantity $\Delta$ in (\ref{delta}) can be counted directly, as the electrons that have outlived their first clock. At 1 ms and 1:50 it is $0.0027\pm0.0002$, against $B=0.0041$. At 1 s it is $0.0025\pm0.0002$, against $B=0.0103$. At 1:50 the bound is loose at late times for two main reasons. It still counts an electron that lost its first hole and then recombined with another, and it counts a rival whose clock with that hole rang only after the rival had itself recombined elsewhere. At equal numbers a third cause is the largest: the sum over rivals counts a hole several times when several rivals rang on it.

At 1 s the excess is $0.0025/0.0926=2.7\,\%$ of $S_0$ for 1:50 and $0.0369/0.0926=40\,\%$ for 1:5. The first figure depends on the box: with $N_e=4$ each electron has only three rivals, as the factor $N_e-1$ in (\ref{bound}) shows, and a large sample at the same ratio gives about $4\,\%$. With equal numbers, $S$ is more than three times $S_0$, and $B=0.68$ gives little guidance. The simulation remains valid there; the independent-acceptor average does not.

\section{Cost, stability and failure modes}

\paragraph{Cost.} Drawing all clocks takes $N_eN_h$ operations and as much memory. The mean number of clocks to be sorted is $N_eN_hp(t_{\max})=N_em$. For $N_e=200$ at 1 s this is $200\times2.365\approx473$ out of 40000, so drawing dominates. In large systems, pairs beyond a distance $r_{\rm cut}$ can be skipped with a cell list. The chance that any skipped clock would have rung is at most $N_eN_hW(r_{\rm cut})t_{\max}$. Setting this equal to a tolerated $\epsilon$ gives
\begin{equation}
r_{\rm cut}=\frac a2\ln\frac{N_eN_h\,\nu t_{\max}}{\epsilon}.
\end{equation}

\paragraph{Variance.} Since $S_0$ is known, $S_0+\Delta$, with $\Delta$ counted, is an unbiased estimate of $S$. At 1:50 and 1 ms its error is 0.00024 instead of 0.0022, worth a factor of about 80 in runs. At equal numbers the gain is small: 0.0016 instead of 0.0019.

\paragraph{Error bars.} Electrons in one run share holes and need not be independent. The error must come from the scatter of run means, not from a binomial formula over all electrons.

\paragraph{Rounding.} Equation (\ref{clock}) keeps times as logarithms, so distant pairs cannot overflow. For small $N_hp$ the bracket in (\ref{bound}) suffers cancellation; expanding it to second order in $p$ gives $B\simeq(N_e-1)N_hp^2/2$.

\paragraph{Box size.} As $R_c(t_{\max})$ grows beyond $L/2$, the all-space $I$ increasingly overestimates the capture volume in the box, and the comparison can fail even for a correct simulation.

\section{Relation to amorphous silicon}

The parameters are rough typical values for boron-doped hydrogenated amorphous silicon at 20 K. The electrons sit in band-tail states 0.20 eV deep, positively charged dangling bonds act as the holes, and ionised acceptors balance the charge. Defect densities vary strongly with doping and preparation. $S$ describes stored electrons, not a photocurrent, since immobile carriers conduct no steady current.

The survival is sensitive to the decay length. At fixed $\nu$ and $n_h$, raising $a$ by 10\,\% multiplies $I$ by about 1.33 and lowers $S$ at 1 ms from 0.36 to 0.26. Real traps differ in depth and hence in $a$, so a single $a$ is a serious simplification.

Coulomb attraction lowers the barrier. In a one-dimensional semiclassical estimate the decay constant of the amplitude is proportional to the square root of the barrier, and the path stops at a distance $a$ from the hole. With relative permittivity 11.9 and an electron-hole separation of 9.3 nm, the rate rises by a factor of about 2.4. Applied to all pairs, this gives $S\approx0.32$ at 1 ms. The estimate depends on where the path is stopped: the factor is 1.6 for $2a$ and 3.7 for the classical turning point, and with a distance-dependent factor $S$ then lies between 0.33 and 0.29.

Electrons can also hop to deeper tail states. For $10^{20}$ cm$^{-3}$ tail states with an exponential slope of 0.025 eV, the density of deeper ones is $n_t=10^{20}e^{-8}=3.4\times10^{16}$ cm$^{-3}$. This tail can hold the $4\times10^{15}$ cm$^{-3}$ electrons of the 1:50 case near 0.20 eV. Filled from the bottom, it reaches 0.196 eV with $4\times10^{16}$ cm$^{-3}$ electrons and 0.155 eV with $2\times10^{17}$ cm$^{-3}$, so these densities are comparable to or larger than $n_t$ and serve only to test competition. If the deeper states are empty, randomly placed and reached at the same rate $W$, holes and deeper states compete in proportion to their densities. Counting downward hops only, the probability of hopping before recombining is
\begin{equation}
\frac{n_t}{n_t+n_h}\left[1-e^{-(n_t+n_h)I}\right]=0.13
\end{equation}
by 1 s. Thermally assisted hops to slightly shallower and more numerous states, at the rate $We^{-\Delta E/k_BT}$, raise this to about 0.20 at 20 K. Shallower electrons have more states below them, and for them immobility is a poor assumption.

In a 300 nm film whose surfaces do not recombine, electrons near a surface see fewer holes, and the mean $S$ at 1 ms rises slightly, to 0.365. Thermal release to the band edge, with the same prefactor $\nu$, is negligible at 20 K but reaches 1 s$^{-1}$ at 84 K.

Two further limits are not sized. A hole created together with the electron at separation $R_0$ multiplies the single-electron survival by $e^{-W(R_0)t}$, which is severe if $R_0$ lies well inside $R_c$. A dangling bond neutralised by one electron may also capture a second, whereas the model removes it.

The full values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
decay length a = 1.0 nm, nu = 1e+12 1/s
hole density = 2.0e+17 cm^-3
holes in box = 200, box side = 100.0 nm
g at nu t = 3: remainder 0.00333, bound 0.01106
small system, nu t = 15, survival of electrons 1, 2:
  master equation  0.1674 0.0979
  event simulation 0.1671 0.0998
  no competition   0.0695 0.0298
t (s), I (nm^3), n_h I, S0 in box, S0 infinite sample:
  1e-09    240.2 0.0480 0.9531 0.9531
  1e-06   1599.5 0.3199 0.7260 0.7262
  1e-03   5116.5 1.0233 0.3585 0.3594
  1e+00  11826.5 2.3653 0.0926 0.0939
N_e = 4, n_e = 4.0e+15 cm^-3, runs = 12000
  t (s), S, error, excess, its error, bound B:
  1e-09 0.9552 0.0009 0.00002 0.00002 0.00002
  1e-06 0.7241 0.0020 0.00054 0.00011 0.00062
  1e-03 0.3609 0.0022 0.00273 0.00024 0.00410
  1e+00 0.0947 0.0013 0.00248 0.00023 0.01027
N_e = 40, n_e = 4.0e+16 cm^-3, runs = 1000
  t (s), S, error, excess, its error, bound B:
  1e-09 0.9523 0.0010 0.00015 0.00006 0.00022
  1e-06 0.7336 0.0022 0.00698 0.00041 0.00809
  1e-03 0.3910 0.0023 0.02937 0.00084 0.05330
  1e+00 0.1306 0.0016 0.03685 0.00093 0.13356
N_e = 200, n_e = 2.0e+17 cm^-3, runs = 200
  t (s), S, error, excess, its error, bound B:
  1e-09 0.9535 0.0010 0.00075 0.00014 0.00111
  1e-06 0.7586 0.0020 0.03088 0.00092 0.04129
  1e-03 0.5011 0.0019 0.14465 0.00155 0.27199
  1e+00 0.3173 0.0017 0.22620 0.00158 0.68150
half-life (infinite sample) = 7.32e-05 s
capture radius at half-life = 9.34 nm
capture radius at 1 s = 14.10 nm
trap depth = 0.20 eV, T = 20 K
tail states = 1e+20 cm^-3, slope = 0.025 eV
deeper tail states = 3.35e+16 cm^-3
hop before recombining, by 1 s: formula 0.1346, sampled 0.1350
relative permittivity = 11.9
Coulomb rate factor at half-life radius = 2.38
S at 1 ms: model 0.3594, with Coulomb 0.3158
S at 1 ms with a larger by 10 % = 0.2561
S at 1 ms in a film of 300 nm = 0.3653
thermal release rate = 4.0e-39 1/s
release reaches 1 per s at T = 84 K
\end{verbatim}
